# Can a strong plane wave create electron–positron pairs from vacuum?: verification in Python

```python
# Result under test: a transverse plane wave A(t-z), however strong, creates no
# pairs from vacuum. A negative-energy Dirac packet crossed by the wave stays
# negative-energy and acquires only the phase exp[-i Theta/(2 kappa)], where
# kappa = energy - p_z and Theta = integral of (M^2 - M0^2) over t-z,
# M^2 = 1 + (p_perp - a)^2, M0^2 = 1 + p_perp^2, a = charge * vector potential.
# Units: hbar = c = electron mass = 1; fields in the critical field m^2 c^3/(e hbar).
# Contrast cases: uniform field A(t), and two opposite travelling pulses.
import numpy as np
from scipy import constants as const
from scipy.fft import fft, ifft
from scipy.integrate import quad

N, LENGTH, DT = 1024, 150.0, 0.0125
Z = np.fft.fftfreq(N) * LENGTH
P = 2 * np.pi * np.fft.fftfreq(N, LENGTH / N)
PX, SIGMA_P = 0.3, 0.15
WIDTH, FREQ, ELLIPTICITY = 1.0, 2.0, 0.5
T_START, T_LATE, T_END = -28.0, 40.0, 50.0

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
AX, AY, AZ = [np.kron(SZ, s) for s in (SX, SY, SZ)]
BETA = np.kron(SX, np.eye(2))
SIGNS = np.real(np.diag(AZ))[:, None]
ENERGY = np.sqrt(1 + PX**2 + P**2)


def pulse(phase, amp):
    env = amp * np.exp(-phase**2 / (2 * WIDTH**2))
    return np.array([env * np.cos(FREQ * phase),
                     ELLIPTICITY * env * np.sin(FREQ * phase)])


def travelling(z, t, amp):
    return pulse(t - z, amp)


def colliding(z, t, amp):
    return 0.5 * (pulse(t - z, amp) + pulse(t + z, amp))


def uniform(z, t, amp):
    return pulse(t + 0 * z, amp)


def apply_w(psi, px, py):
    return px * (AX @ psi) + py * (AY @ psi) + BETA @ psi


def evolve(psi, t0, t1, field, amp):
    """Second-order split-step propagation of the Dirac equation."""
    steps = int(round((t1 - t0) / DT))
    half = np.exp(-0.5j * SIGNS * P * DT)
    full = half**2
    psi = ifft(half * fft(psi))
    for j in range(steps):
        ax, ay = field(Z, t0 + (j + 0.5) * DT, amp)
        px, py = PX - ax, -ay
        mass = np.sqrt(1 + px**2 + py**2)
        psi = (np.cos(mass * DT) * psi
               - 1j * np.sin(mass * DT) / mass * apply_w(psi, px, py))
        psi = ifft(full * fft(psi))
    return ifft(np.conj(half) * fft(psi))


def energy_and_kappa(psi, t, field, amp):
    ax, ay = field(Z, t, amp)
    psi_k = fft(psi)
    h_psi = ifft(SIGNS * P * psi_k) + apply_w(psi, PX - ax, -ay)
    energy = np.vdot(psi, h_psi).real
    return energy, energy - np.vdot(psi, ifft(P * psi_k)).real


def free_h(psi_k):
    return SIGNS * P * psi_k + PX * (AX @ psi_k) + BETA @ psi_k


def positive_fraction(psi):
    psi_k = fft(psi, norm="ortho")
    return np.sum(abs(0.5 * (psi_k + free_h(psi_k) / ENERGY))**2)


def em_fields(field, z, t, amp, h=1e-4):
    """E and B (per critical field) by finite differences of the potential."""
    dt_a = (field(z, t + h, amp) - field(z, t - h, amp)) / (2 * h)
    dz_a = (field(z + h, t, amp) - field(z - h, t, amp)) / (2 * h)
    return -dt_a, np.array([-dz_a[1], dz_a[0]])


# Algebra behind the light-front form of the Dirac equation
w_test = 0.7 * AX - 1.3 * AY + BETA
assert np.allclose(w_test @ w_test, (1 + 0.7**2 + 1.3**2) * np.eye(4))
assert np.allclose(w_test @ AZ + AZ @ w_test, 0)

# Field invariants
AMP = 2.0
z_scan = np.linspace(-5, 5, 1001)
invariants, peaks = {}, {}
for field in (travelling, uniform, colliding):
    inv1 = inv2 = peak = 0.0
    for t in np.linspace(-2, 2, 41):
        e, b = em_fields(field, z_scan, t, AMP)
        inv1 = max(inv1, np.max(abs(np.sum(e * e - b * b, axis=0))))
        inv2 = max(inv2, np.max(abs(np.sum(e * b, axis=0))))
        peak = max(peak, np.sqrt(np.max(np.sum(e * e, axis=0))))
    invariants[field.__name__], peaks[field.__name__] = (inv1, inv2), peak
assert max(invariants["travelling"]) < 1e-5
assert invariants["uniform"][0] > 1 and invariants["colliding"][0] > 1

# Boost along the wave: transform the field tensor itself
BOOST = 0.9999
gamma = 1 / np.sqrt(1 - BOOST**2)
e, b = em_fields(travelling, np.array([0.2]), 0.0, AMP)
ex, ey, bx, by = e[0, 0], e[1, 0], b[0, 0], b[1, 0]
tensor = np.array([[0, -ex, -ey, 0], [ex, 0, 0, by],
                   [ey, 0, 0, -bx], [0, -by, bx, 0]])
lorentz = np.eye(4)
lorentz[0, 0] = lorentz[3, 3] = gamma
lorentz[0, 3] = lorentz[3, 0] = -gamma * BOOST
boosted = lorentz @ tensor @ lorentz.T
boost_ratio = np.hypot(boosted[1, 0], boosted[2, 0]) / np.hypot(ex, ey)
assert abs(boost_ratio / np.sqrt((1 - BOOST) / (1 + BOOST)) - 1) < 1e-3

# Negative-energy packet, focused at z = 0 when t = 0 if no field is present
spinor = np.array([1.0, 0.4j, -0.6, 0.2])[:, None]
packet = spinor * np.exp(-P**2 / (4 * SIGMA_P**2))
packet = 0.5 * (packet - free_h(packet) / ENERGY)
packet /= np.linalg.norm(packet)


def free_packet(t):
    return packet * np.exp(1j * ENERGY * t)


start = ifft(free_packet(T_START), norm="ortho")
assert positive_fraction(start) < 1e-12

# Travelling pulse at two amplitudes
wave = {}
for amp in (1.0, AMP):
    before = energy_and_kappa(start, T_START, travelling, amp)
    psi = evolve(start, T_START, 0.0, travelling, amp)
    during = energy_and_kappa(psi, 0.0, travelling, amp)
    psi = evolve(psi, 0.0, T_END, travelling, amp)
    after = energy_and_kappa(psi, T_END, travelling, amp)

    def excess(phase):
        ax, ay = pulse(phase, amp)
        return (PX - ax)**2 + ay**2 - PX**2

    theta = quad(excess, -10, 10, limit=200)[0]
    kappa = -ENERGY - P
    out_k = fft(psi, norm="ortho")
    free_k = free_packet(T_END)
    error = np.linalg.norm(out_k - free_k * np.exp(-0.5j * theta / kappa))
    no_phase = np.linalg.norm(out_k - free_k)
    fraction = positive_fraction(psi)
    wave[amp] = (fraction, theta, error, no_phase, before, during, after)
    assert fraction < 1e-5
    assert error < 0.03 and no_phase > 0.3
    assert abs(during[1] - before[1]) < 2e-3
    assert abs(after[1] - before[1]) < 2e-3
    assert abs(during[0] - before[0]) > 0.05

# Same time dependence, but a uniform electric field without magnetic field
uniform_fraction = {}
for amp in (1.0, AMP):
    psi = evolve(ifft(free_packet(-8.0), norm="ortho"), -8.0, 8.0, uniform, amp)
    uniform_fraction[amp] = positive_fraction(psi)
    assert uniform_fraction[amp] > 1e-3

# Two opposite pulses, each of half amplitude
psi = evolve(start, T_START, T_LATE, colliding, AMP)
collision_late = positive_fraction(psi)
psi = evolve(psi, T_LATE, T_END, colliding, AMP)
collision_end = positive_fraction(psi)
assert collision_end > 1e-3
assert abs(collision_end / collision_late - 1) < 0.05

# Conversions
critical = const.m_e**2 * const.c**3 / (const.e * const.hbar)
peak_si = peaks["travelling"] * critical
intensity = const.epsilon_0 * const.c * peak_si**2 * 1e-4
rest_kev = const.m_e * const.c**2 / const.e / 1e3

print(f"critical field: {critical:.4e} V/m")
print(f"electron rest energy: {rest_kev:.3f} keV")
print(f"pulse amplitude a: {AMP:.1f} m; ellipticity: {ELLIPTICITY:.1f}")
print(f"carrier frequency: {FREQ:.1f} m; Gaussian width: {WIDTH:.1f} /m")
print(f"packet p_x: {PX:.2f} m; p_z spread parameter: {SIGMA_P:.2f} m")
print(f"peak field, travelling pulse: {peaks['travelling']:.4f} critical fields")
print(f"peak field, travelling pulse: {peak_si:.3e} V/m")
print(f"peak instantaneous intensity: {intensity:.3e} W/cm^2")
for name, (i1, i2) in invariants.items():
    print(f"{name}: max|E^2-B^2| = {i1:.2e}, max|E.B| = {i2:.2e} critical^2")
print(f"boost velocity along wave: {BOOST:.4f} c")
print(f"field ratio after boost: {boost_ratio:.5f}")
print(f"boosted peak field: {boost_ratio*peaks['travelling']:.5f} critical fields")
for amp, (frac, theta, err, bare, before, during, after) in wave.items():
    print(f"travelling, a = {amp:.1f} m: positive-energy fraction = {frac:.2e}")
    print(f"  phase integral Theta: {theta:.5f} m")
    print(f"  state error with light-front phase: {err:.2e}")
    print(f"  state difference if phase is omitted: {bare:.4f}")
    print(f"  mean energy before/during/after: "
          f"{before[0]:.4f} / {during[0]:.4f} / {after[0]:.4f} m")
    print(f"  mean kappa before/during/after: "
          f"{before[1]:.4f} / {during[1]:.4f} / {after[1]:.4f} m")
for amp, frac in uniform_fraction.items():
    print(f"uniform field, a = {amp:.1f} m: positive-energy fraction = {frac:.5f}")
print(f"colliding pulses at t = {T_LATE:.0f}/m: fraction = {collision_late:.5f}")
print(f"colliding pulses at t = {T_END:.0f}/m: fraction = {collision_end:.5f}")
print("all tests passed")
```

It prints:

```
critical field: 1.3233e+18 V/m
electron rest energy: 510.999 keV
pulse amplitude a: 2.0 m; ellipticity: 0.5
carrier frequency: 2.0 m; Gaussian width: 1.0 /m
packet p_x: 0.30 m; p_z spread parameter: 0.15 m
peak field, travelling pulse: 3.5124 critical fields
peak field, travelling pulse: 4.648e+18 V/m
peak instantaneous intensity: 5.734e+30 W/cm^2
travelling: max|E^2-B^2| = 6.25e-11, max|E.B| = 6.79e-12 critical^2
uniform: max|E^2-B^2| = 1.22e+01, max|E.B| = 0.00e+00 critical^2
colliding: max|E^2-B^2| = 1.22e+01, max|E.B| = 3.73e+00 critical^2
boost velocity along wave: 0.9999 c
field ratio after boost: 0.00707
boosted peak field: 0.02484 critical fields
travelling, a = 1.0 m: positive-energy fraction = 2.75e-09
  phase integral Theta: 0.91642 m
  state error with light-front phase: 1.78e-04
  state difference if phase is omitted: 0.4454
  mean energy before/during/after: -1.0546 / -1.1778 / -1.0546 m
  mean kappa before/during/after: -1.0504 / -1.0504 / -1.0504 m
travelling, a = 2.0 m: positive-energy fraction = 7.48e-09
  phase integral Theta: 4.07275 m
  state error with light-front phase: 3.64e-04
  state difference if phase is omitted: 1.6608
  mean energy before/during/after: -1.0546 / -1.6676 / -1.0546 m
  mean kappa before/during/after: -1.0504 / -1.0504 / -1.0504 m
uniform field, a = 1.0 m: positive-energy fraction = 0.36408
uniform field, a = 2.0 m: positive-energy fraction = 0.56204
colliding pulses at t = 40/m: fraction = 0.00409
colliding pulses at t = 50/m: fraction = 0.00409
all tests passed
```
